Why a Deep Trench Floor Looks Dark in Electron Microscopy

Q: I look straight down into a long etched trench with a scanning electron microscope. The beam reaches the middle of the floor, yet that place is much darker than the flat surface beside the trench. If the beam arrives, where does the signal go?

A: Into the side walls. The image is built mainly from secondary electrons, which leave the surface with a few eV and in many directions. On the open surface nothing stands in their way. On the trench floor, most directions lead to a wall.

To isolate this effect, take a trench of width w and depth h with vertical walls, much longer than it is deep. Suppose that:

– the floor and the open top surface emit equally many secondaries per beam electron;
– secondaries fly straight, and a wall absorbs every one it receives;
– the detector collects everything that leaves the mouth, and everything from the open surface.

The ratio of the floor signal to the open-surface signal is then the fraction of floor electrons whose straight path clears the walls.

Q: That fraction must depend on how the electrons are distributed over angle. What do you assume?

A: The cosine law. If θ is the angle from the surface normal, the probability of emission into a small solid angle dΩ is

dP = (1/π) cosθ dΩ.

It follows from a simple picture of emission. Let the electrons of a given energy inside the solid move equally in all directions, with momentum p′. The number crossing the surface is proportional to cosθ′ dΩ′, because a beam inclined at θ′ meets the surface with its area reduced by cosθ′. This is the same as d²p∥/p′², where p∥ is the momentum along the surface, so the flux is uniform in p∥. A flat surface barrier leaves p∥ unchanged. Outside, where the momentum is p, d²p∥ = p² cosθ dΩ, which is the cosine law. The argument assumes that every electron with enough normal energy to pass the barrier does pass. Quantum reflection at the barrier removes mostly the grazing electrons and narrows the distribution; for an abrupt step of 5 to 15 eV and 3 eV electrons it would raise the escape fraction of the example below by 10 to 15 %.

Q: Then how do you get the escape fraction for the middle of the floor?

A: Put x across the trench, y along it and z upward. Let n = (nx, ny, nz) be the unit vector of the emission direction. An electron from the midline rises by h while moving sideways by h|nx|/nz. It escapes if this is less than w/2:

|nx|/nz < t,  with t = w/(2h).

The component ny does not enter, since a long trench has no nearby end wall.

The cosine law becomes simple in the variables nx and ny. With φ the azimuth,

nx = sinθ cosφ,  ny = sinθ sinφ.

These are plane polar coordinates with radius ρ = sinθ, so

dnx dny = ρ dρ dφ = sinθ cosθ dθ dφ = cosθ dΩ.

Therefore dP = dnx dny/π. The directions fill the unit disc nx² + ny² < 1 uniformly, and since the disc has area π, the total probability is 1. The escape fraction is the allowed area divided by π.

To find that area, square the escape condition and use nz² = 1 − nx² − ny²:

nx² < t²(1 − nx² − ny²).

Collect the nx² terms on the left and divide by t²:

nx²(1 + t²)/t² + ny² < 1.

This is the inside of an ellipse with semi-axis t/√(1 + t²) along nx and semi-axis 1 along ny. Its area is π t/√(1 + t²), so

f₀ = t/√(1 + t²).

Insert t = w/(2h) and multiply numerator and denominator by 2h:

f₀ = w/√(w² + 4h²).

Q: What does that give for a trench 100 nm wide and 400 nm deep?

A: Here t = 100/800 = 0.125, and

f₀ = 100/√(100² + 800²) = 0.124.

The middle of the floor sends out 12.4 % of the signal of the open surface. A separate numerical integration of the cosine law over the angles that clear the walls gives the same value, 0.12403, to the digits shown.

Seen in the plane across the trench, the open directions lie within 7.13° of the vertical on either side. Along the trench they reach down to the horizon.

Q: How quickly does the floor darken as the etch goes deeper?

A: Hold the width fixed. For a shallow trench, 4h² is negligible beside w² and f₀ tends to 1. For a deep one, take 2h out of the root:

f₀ = (w/2h)(1 + w²/4h²)^(−1/2) ≈ (w/2h)(1 − w²/8h²).

The last step uses (1 + ε)^(−1/2) ≈ 1 − ε/2 for small ε. The leading term is inversely proportional to depth. The formula gives

h/w = 0.5: f₀ = 0.707
h/w = 1: f₀ = 0.447
h/w = 2: f₀ = 0.243
h/w = 4: f₀ = 0.124
h/w = 8: f₀ = 0.062

From h/w = 4 to 8 the signal nearly halves. Only the ratio h/w matters, so a trench with both dimensions doubled is equally dark in this model.

Q: Would any broad angular distribution give about the same answer?

A: The trend would survive, but the number would change. Suppose emission were uniform in solid angle over the upper hemisphere. The open directions form a wedge whose edge runs along the trench, with full opening angle 2 arctan t. A wedge of opening angle β covers a solid angle 2β, so this one covers 4 arctan t. Divide by the hemisphere's 2π:

f(uniform) = (2/π) arctan(w/2h).

For our trench this is 0.079 instead of 0.124. The cosine law puts more electrons near the vertical, where the opening is. For a deep trench arctan t ≈ t, so the uniform law gives w/(πh) against w/(2h), and the cosine law is larger by a factor π/2.

Q: People say that the centre of a deep trench is dark. Is it darker than the rest of the floor, since it sits furthest inside?

A: No. In this model the centre is the brightest part of the floor. It is dark compared with the top surface.

Move the emitting point to a distance x from the midline. The walls are now at distances

a = w/2 − x,  b = w/2 + x.

Electrons heading for the wall at distance a escape if |nx|/nz < a/h. The algebra is as before with t replaced by a/h, and gives half an ellipse with semi-axis a/√(a² + h²). The other side gives half an ellipse with b in place of a. A half ellipse with semi-axes s and 1 has area πs/2, so

f(x) = ½[g(a) + g(b)],  with g(a) = a/√(a² + h²).

The derivative g′(a) = h²/(a² + h²)^(3/2) falls as a grows. Since da/dx = −1 and db/dx = +1,

f′(x) = ½[g′(b) − g′(a)].

For x > 0 we have b > a, hence g′(b) < g′(a) and f′(x) < 0. The signal falls from the midline towards either wall: moving sideways loses more on the near side than it gains on the far side.

The fall is small in a deep trench. At the corner a = 0 and b = w, so f = ½ w/√(w² + h²). For our dimensions this is 0.1213 against 0.1240 at the centre, a drop of 2.2 % relative to the centre. For h much greater than w both expressions tend to w/(2h), and the floor becomes evenly dark.

Q: If I average the grey level over the whole floor, which formula should I use?

A: Average f(x) over the width. As x runs from −w/2 to w/2, both a and b cover the range from 0 to w. The two halves contribute equally, and

f(mean) = (1/w) ∫₀ʷ a da/√(a² + h²) = (1/w)[√(a² + h²)]₀ʷ = √(1 + (h/w)²) − h/w.

For h/w = 4 this is √17 − 4 = 0.123, close to the central value because the profile is so flat.

Q: You let the walls swallow every electron. What if some bounce back?

A: Then some get a second chance, and we need the escape fraction from a wall. Take a wall point at depth d below the mouth. The normal now points across the trench, so the cosine law fills the unit disc of the two components along the wall, ny and nz, uniformly. An electron crossing the width w rises by w nz/nx, where nx > 0 is its component along the normal. It escapes if nz/nx > d/w.

The upward electrons that fail have 0 < nz < (d/w)nx. Squaring and using nx² = 1 − ny² − nz² gives

nz²(d² + w²)/d² + ny² < 1,  nz > 0.

This is a half ellipse of area (π/2) d/√(d² + w²). Subtract it from the upper half disc, of area π/2, and divide by π:

f(wall) = ½[1 − d/√(d² + w²)].

At the mouth it is ½, because half of the electrons start upward. Deep down it is small.

Next we need to know where floor electrons first strike the walls. The fraction from the midline that is still free at height y is the escape fraction of a trench of depth y, namely (w/2)/√(w²/4 + y²). The rate at which it falls is the density of wall hits:

p(y) = (w/2) y/(w²/4 + y²)^(3/2).

The probability of leaving after one wall hit, if every hit re-emits one electron by the cosine law, is

P₁ = ∫₀ʰ p(y) ½[1 − (h − y)/√((h − y)² + w²)] dy.

For our trench P₁ = 0.0355. A random walk that follows electrons from surface to surface gives 0.0356.

If each hit re-emits with probability 0.2, an assumed value, the first bounce adds 0.2 × 0.0355 = 0.007 to the direct 0.124. With all later bounces included, the bounces add 0.010, for a total of 0.134, which is 8 % above direct escape alone. The random walk prints 0.133 because its own direct fraction, 0.1230, lies 0.001 below the formula by sampling noise. This figure depends on the re-emission being diffuse. If the walls instead reflected like mirrors, an electron with (2n − 1)t < |nx|/nz < (2n + 1)t would leave after n reflections, and the same probability 0.2 per hit would give 0.178, or 43 % above direct escape.

The opposite limit is instructive. If no surface ever absorbs, every electron in the walk eventually leaves, and the floor is as bright as the top. Without charging, and with equal yields, darkness therefore needs both obstruction by the walls and absorption somewhere in the trench. The absorption need not be on the walls: electrons that the walls send back down can also be lost in the floor.

Q: The beam also makes fast backscattered electrons. Do they light up the trench?

A: They add some signal, because a backscattered electron that strikes a wall can release new secondaries there. For an estimate, let the backscattered electrons also leave the floor by the cosine law. Assume 0.3 of them per beam electron, 1.5 new secondaries per wall hit, and 1.0 direct secondary per beam electron. Counting first wall hits only, the added signal relative to the open-surface secondaries is

(0.3 × 1.5/1.0) × 0.0355 = 0.016.

Compared with the direct 0.124, this is an increase of about 13 %. A backscattered electron reflected inside the trench can strike again and release more secondaries, so the 13 % counts only part of this signal. The estimate also leaves out the backscattered electrons that are themselves detected, and those that pass through a wall into neighbouring material.

Q: My trench walls lean outward a little. Which width belongs in the formula?

A: For emission from the floor midline, the width at the mouth. Let each wall lean outward by an angle α, and keep w for the floor width. At height y the wall is w/2 + y tanα from the midline, so a ray must satisfy

|nx|/nz < w/(2y) + tanα.

The right side falls as y increases, so the strictest condition is at the mouth. There the full width is w + 2h tanα. With α = 1° and a 100 nm floor, the mouth is 114 nm wide and the fraction rises from 0.124 to 0.141, an increase of 14 %. One degree matters because the lean acts over the whole depth.

Q: And if the floor is an insulator and charges up?

A: A positive floor pulls its secondaries back. Suppose that the floor is at a potential U above the mouth and that the potential falls uniformly with height. Let the electron start with kinetic energy E and speed v, and define q = eU/E. The energy of vertical motion starts at E nz² and has dropped by eU at the mouth. The electron reaches the mouth only if nz² > q, and its vertical speed falls from v nz to v√(nz² − q). Under constant deceleration the mean speed is half the sum of these, so the flight time is

T = 2h/{v[nz + √(nz² − q)]}.

The sideways condition v|nx|T < w/2 becomes

2h|nx|/[nz + √(nz² − q)] < w/2.

For q = 0 this returns |nx|/nz < w/(2h). With charge, two things reduce the signal: slow vertical starters turn back, and the rest have longer to drift into a wall. For E = 3 eV and an assumed U = 1 V, integration over the cosine law gives 0.098 instead of 0.124, a loss of 21 %. A volt is a large disturbance to electrons that carry only a few eV.

The loss also depends on where the potential falls. If the whole drop lay just above the floor, the escape condition would be nx² < t²(nz² − q). The area of the ellipse would then shrink by the factor 1 − q, and the loss would be one third. Both figures take the potential to depend on height alone, which requires the walls to be charged to match. If the floor is at U and the walls are grounded, the potential is (2U/π) arctan[cos(πx/w)/sinh(πz/w)]. It also falls just above the floor, but its sideways field bends electrons back toward the midline, and trajectories in it lose only about 2 % for the same E and U.

Q: There is an extraction field above my sample. Doesn't it reach in and pull the electrons out?

A: For a grounded, conducting trench it reaches in weakly. Compare the trench with a slit of the same width in a thin grounded plate, with field F far above it. With half-width c = w/2, the slit potential is

V(x, z) = (F/2){z + |Im √((x + iz)² − c²)|}.

It satisfies Laplace's equation away from the plate, vanishes on the plate, approaches Fz far above and tends to zero far below. It is therefore nowhere negative. The trench adds grounded walls and a floor where the slit potential is zero or positive. The slit potential minus the trench potential is thus nowhere negative on the boundary, and by the maximum principle nowhere negative inside. At the centre of the mouth this gives

V(trench) ≤ Fc/2 = Fw/4.

A field of 0.01 MV/cm is 0.001 V/nm, so the bound is 0.001 × 100/4 = 0.025 V. This is 0.83 % of the energy of a 3 eV electron. The figure compares energies; it is not a calculated change of the escape fraction. A charged insulating trench need not obey this bound.

Q: How close is all this to a real trench in a device?

A: The dimensions and beam settings are illustrative values for top-down inspection of an etched isolation trench. In such a structure, the assumptions of vertical walls, no charging and fully absorbing walls are all open to doubt. For the values assumed here, their separate effects on the 12.4 % are +14 % for taper, −21 % for charging with a uniform fall of potential (about −2 % with grounded walls) and +8 % for diffuse re-emission (+43 % if mirror-like); secondaries from the first wall hits of backscattered electrons add 13 %. Each is relative to the ideal central signal, with the other conditions held at the ideal. They should not simply be added, because each acts on a signal that the others have already changed. A wider mouth, for example, adds less signal when charging has already turned some electrons back. Equal yields of floor and top surface are a further assumption: if a mask of another material remains on top, the signal ratio is also multiplied by the yield of the floor divided by that of the mask, and h must be measured from the top of the mask. With equal yields, I would read the model as predicting a floor signal of the order of a tenth of the open surface. I would not use it to measure depth to a few per cent without knowing the taper, the charge and the yields.

The finite length and the beam spread matter less here. A trench 5000 nm long instead of endless lowers the fraction by 0.17 %. A beam with a half-angle of 10 mrad, focused at the top, has spread to a radius of 4 nm at the floor, well inside the 50 nm half-width. The wavelength of a 3 eV electron is 0.71 nm, so diffraction spreads the electrons beyond the mouth by about 0.71/100 rad, or 0.4°, which does not affect a detector that collects everything. The shadow edge cast by a wall over the 400 nm path is blurred more, by about √(λh) = 17 nm or 2.4°, a third of the 7.13° half-angle of the opening. The ray picture is therefore only approximate near the edges, and the effect on f₀ is not computed here.

Q: Is there a case in which the geometry is the same but the centre does not look dark?

A: Yes, if the detector is selective. Suppose that it accepts only electrons emitted within a narrow cone about the vertical, with a half-angle below 7.13° for this trench. Every direction in the cone has |nx|/nz < t and clears the walls from the midline. The floor centre and the open surface then give equal signals in the straight-line model. The electrons lost to the walls are those at larger angles, which such a detector would not have counted from the open surface either. The formula for f₀ therefore describes image brightness when the detector collects all emission directions, and when the grey level is proportional to the signal with no added offset.

The numerical output below lists the values used here.

Table of computed values

```
trench width w: 100 nm
trench depth h: 400 nm
trench length: 5000 nm
t = w/(2h): 0.1250
acceptance half-angle across trench: 7.13 deg
centre escape fraction, formula: 0.12403
centre escape fraction, angular integral: 0.12403
deep-trench approximation: 0.12402
centre signal / open top: 12.4 %
fraction at h/w = 0.5: 0.7071
fraction at h/w = 1: 0.4472
fraction at h/w = 2: 0.2425
fraction at h/w = 4: 0.1240
fraction at h/w = 8: 0.0624
floor fraction at x = 0.0 nm: 0.12403
floor fraction at x = 12.5 nm: 0.12386
floor fraction at x = 25.0 nm: 0.12333
floor fraction at x = 37.5 nm: 0.12247
floor fraction at x = 50.0 nm: 0.12127
floor mean fraction: 0.12311
corner / centre: 0.9777
fraction for uniform solid-angle emission: 0.0792
finite length lowers fraction by: 0.17 %
assumed wall taper: 1.0 deg
mouth width with taper: 114.0 nm
fraction with taper: 0.1410
taper changes fraction by: +13.7 %
random walk, direct escape: 0.1230
random walk, escape after one hit: 0.0356
integral, escape after one hit: 0.0355
random walk, total escape without absorption: 1.0000
assumed re-emission probability: 0.2
fraction with re-emission: 0.1330
re-emission changes fraction by: +7.2 %
assumed floor secondary yield: 1.0
assumed backscatter yield: 0.3
assumed wall yield per backscattered hit: 1.5
added wall signal / open-top secondaries: 0.0160
added wall signal / direct signal: 12.9 %
secondary energy: 3.0 eV
assumed floor charging: 1.0 V
fraction with charged floor: 0.0976
charging changes fraction by: -21 %
extraction field: 0.01 MV/cm
upper bound of mouth-centre potential: 0.025 V
that potential / energy: 0.83 %
beam half-angle: 10 mrad
beam radius at floor, focus at top: 4.0 nm
electron wavelength: 0.708 nm
diffraction angle scale: 0.41 deg
```
